# Boundary windows and artificial terminal-state locking in compact memristor models: a numerical check

```python
"""Terminal-state lock of a memristor drift model with a boundary window.

Result under test: for dx/ds = f(x), s = charge / Q_D, a Lipschitz window with
f(0) = f(1) = 0 makes both boundaries invariant and unreachable from inside.
An interior state needs a release charge equal to its overdrive charge;
clipping or rounding turns this delay into a permanent lock.

x      normalized boundary position, delta = 1 - x the remaining gap
p      exponent of the window f = 1 - (2x - 1)^(2p)
Q_D    D^2 / beta, charge scale in electrons; beta = mobility * R_on
ratio  R_off / R_on; resistance / R_on = 1 + (ratio - 1) * delta
Voltage-driven runs use charge unit Q_D and resistance unit R_on.
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import solve_ivp, quad
from scipy.constants import e as electron_charge

thickness = 100.0      # angstrom
beta = 1.0e-11         # angstrom^2 per electron passed
ratio = 100.0
bias_energy = 1.0      # eV per electron
charge_scale = thickness**2 / beta
erase = 0.5            # in units of Q_D


def window_gap(delta, p):
    """Window as a function of the gap, free of cancellation."""
    return -np.expm1(2 * p * np.log1p(-2 * delta))


def resistance(delta):
    return 1 + (ratio - 1) * delta


def gap_after(start_gap, charge):
    """Derived charge law for p = 1."""
    return 1 / (1 + (1 - start_gap) / start_gap * math.exp(4 * charge))


def integrate_gap(start_gap, charge):
    """Direct integration of the p = 1 equation along the charge."""
    sign = math.copysign(1, charge)
    run = solve_ivp(lambda s, y: -sign * 4 * y * (1 - y), (0, abs(charge)),
                    [start_gap], rtol=1e-11, atol=1e-18)
    assert run.success
    return run.y[0, -1]


# Boundary zeros and slopes, by symbolic differentiation.
X = sp.symbols('x')
for p in (1, 2, 5):
    f = 1 - (2 * X - 1)**(2 * p)
    assert f.subs(X, 0) == 0 and f.subs(X, 1) == 0
    assert sp.diff(f, X).subs(X, 0) == 4 * p
    assert sp.diff(f, X).subs(X, 1) == -4 * p

# Exponential envelopes under an alternating current, several exponents.
def current(t):
    return 0.3 * (math.sin(t) + 0.4 * math.sin(2.3 * t + 1))


for p in (1, 2, 5):
    run = solve_ivp(lambda t, y: [-current(t) * window_gap(y[0], p),
                                  abs(current(t))],
                    (0, 6), [1e-3, 0], t_eval=np.linspace(0, 6, 121),
                    rtol=1e-9, atol=1e-30, max_step=0.05)
    assert run.success
    log_gap = np.log(run.y[0] / 1e-3)
    assert np.all(np.abs(log_gap) <= 4 * p * run.y[1] + 1e-5)

# Charge per decade of gap, by quadrature in the logarithm of the gap.
decade_cost = {}
for p in (1, 2, 5):
    cost = quad(lambda u: math.exp(u) / window_gap(math.exp(u), p),
                math.log(1e-9), math.log(1e-8))[0]
    assert abs(cost - math.log(10) / (4 * p)) < 1e-6
    decade_cost[p] = cost

# A square-root window reaches the boundary and can leave it again.
root_reach = quad(lambda x: 0.5 / math.sqrt(x * (1 - x)), 0.5, 1)[0]
assert abs(root_reach - math.pi / 4) < 1e-7
for s in (0.1, 0.5, 1.2):
    slope = (math.cos(s + 1e-5)**2 - math.cos(s - 1e-5)**2) / 2e-5
    x = math.cos(s)**2
    assert abs(slope + 2 * math.sqrt(x * (1 - x))) < 1e-8

# Charge law under voltage drive; zero net flux restores the state.
def voltage_driven(t, y):
    i = 8 * math.sin(t) / resistance(y[0])
    return [-i * 4 * y[0] * (1 - y[0]), i]


run = solve_ivp(voltage_driven, (0, 2 * math.pi), [0.5, 0],
                t_eval=np.linspace(0, 2 * math.pi, 61),
                rtol=1e-10, atol=1e-13)
assert run.success
assert np.max(np.abs(np.log((1 - run.y[0]) / run.y[0]) - 4 * run.y[1])) < 1e-6
assert np.ptp(run.y[0]) > 0.3 and abs(run.y[0, -1] - 0.5) < 1e-6

# Write and erase sequence, derived law against direct integration.
rows = []
for write in (1.0, 2.0, 4.0):
    written = gap_after(0.5, write)
    erased = gap_after(written, -erase)
    numeric_written = integrate_gap(0.5, write)
    assert abs(numeric_written / written - 1) < 1e-7
    assert abs(integrate_gap(numeric_written, -erase) / erased - 1) < 1e-7
    release = math.log((1 - written) / written) / 4
    assert abs(integrate_gap(written, -release) - 0.5) < 1e-7
    rows.append((write, written, erased, release))

# Release energy at constant reverse voltage, from the Joule power.
def half_way(t, y):
    return y[0] - 0.5


half_way.terminal = True
run = solve_ivp(lambda t, y: [4 * y[0] * (1 - y[0]) / resistance(y[0]),
                              1 / resistance(y[0])],
                (0, 100), [rows[1][1], 0], events=half_way,
                rtol=1e-10, atol=1e-13)
assert len(run.y_events[0]) == 1
energy_scaled = run.y_events[0][0][1]
assert abs(energy_scaled - rows[1][3]) < 1e-6
release_energy = energy_scaled * charge_scale * bias_energy

# Hard-limited drift without a window: overdrive leaves no delay.
hard_results = []
for write in (1.0, 2.0, 4.0):
    x = 0.5
    for _ in range(round(write * 1000)):
        x = min(1.0, x + 1e-3)
    for _ in range(round(erase * 1000)):
        x = max(0.0, x - 1e-3)
    hard_results.append(x)
assert np.ptp(hard_results) < 1e-12 and abs(hard_results[0] - 0.5) < 1e-10

# Direction-dependent window, vanishing only at the boundary approached.
def directional(start, charge):
    if charge > 0:
        rate = lambda s, x: 1 - x**2
    else:
        rate = lambda s, x: -(1 - (1 - x)**2)
    run = solve_ivp(rate, (0, abs(charge)), [start], rtol=1e-10, atol=1e-13)
    return run.y[0, -1]


dir_written = directional(0.5, 2.0)
dir_erased = directional(dir_written, -erase)
dir_from_end = directional(1.0, -erase)
assert abs(dir_written - math.tanh(math.atanh(0.5) + 2)) < 1e-8
assert abs(dir_erased - 1 + math.tanh(math.atanh(1 - dir_written)
                                      + erase)) < 1e-8
assert abs(dir_from_end - 1 + math.tanh(erase)) < 1e-8
# Zero net charge does not restore the state here.
dir_cycle = directional(dir_written, -2.0)
assert abs(dir_cycle - 0.5) > 0.05

# Overshoot threshold of the explicit Euler step.
gaps = np.logspace(-6, math.log10(0.999), 400)
for p in (1, 2, 5):
    values = 1 - (1 - 2 * gaps)**(2 * p)
    assert np.all(gaps - values / (4 * p) >= -1e-14)
    assert np.any(gaps - 1.05 * values / (4 * p) < -1e-9)


def euler(x, step, count, clip=False):
    for _ in range(count):
        x = x + step * (4 * x * (1 - x))
        if clip:
            x = min(1.0, max(0.0, x))
    return x


# Clipping lock: large steps land exactly on the boundary.
clip_step = 0.3
clip_written = euler(0.5, clip_step, 3, clip=True)
clip_erased = euler(clip_written, -clip_step, 1000, clip=True)
assert clip_written == 1.0 and clip_erased == 1.0
safe_written = euler(0.5, 0.2, 5, clip=True)
assert safe_written < 1 and euler(safe_written, -0.2, 20, clip=True) < 0.5

# Rounding lock: small steps stall short of the upper boundary.
step, count = 0.003, 4000
spacing = 1 - np.nextafter(1.0, 0.0)
stalled = euler(0.5, step, count)
after_reverse = euler(stalled, -step, count)
stall_units = round((1 - stalled) / spacing)
assert stalled < 1 and after_reverse == stalled
assert stall_units == math.floor(1 / (8 * step))
mp.mp.dps = 45
precise_top = euler(mp.mpf('0.5'), mp.mpf('0.003'), count)
precise_back = float(euler(precise_top, -mp.mpf('0.003'), count))
assert 0.3 < precise_back < 0.7
low_state = euler(0.5, -step, count)
low_back = euler(low_state, step, count)
assert 0 < low_state < 1e-15 and 0.3 < low_back < 0.7

print(f"Thickness D: {thickness:.0f} angstrom")
print(f"Drift area per electron beta: {beta:.1e} angstrom^2")
print(f"R_off/R_on: {ratio:.0f} (dimensionless)")
print(f"Charge scale Q_D: {charge_scale:.3e} electrons")
print(f"Erase charge: {erase:.2f} Q_D; start x = 0.5")
for write, written, erased, release in rows:
    print(f"Write charge {write:.0f} Q_D, window p = 1:")
    print(f"  gap fraction after write: {written:.4e}")
    print(f"  gap after write: {written * thickness:.4e} angstrom")
    print(f"  R/R_on after write: {resistance(written):.6f}")
    print(f"  x after erase: {1 - erased:.7f}")
    print(f"  R/R_on after erase: {resistance(erased):.6f}")
    print(f"  release charge to x = 0.5: {release:.4f} Q_D")
release_electrons = rows[1][3] * charge_scale
print(f"Release charge after 2 Q_D: {release_electrons:.3e} electrons")
print(f"  the same: {release_electrons * electron_charge:.3e} C")
print(f"Bias energy: {bias_energy:.1f} eV per electron")
print(f"Release energy after 2 Q_D: {release_energy:.3e} eV")
print(f"  the same: {release_energy * electron_charge:.3e} J")
for p, cost in decade_cost.items():
    print(f"Charge per decade of gap, p = {p}: {cost:.4f} Q_D")
print(f"Square-root window, charge to boundary: {root_reach:.4f} Q_D")
print(f"Hard-limited model, x after erase: {hard_results[1]:.4f}")
print(f"  R/R_on after erase: {resistance(1 - hard_results[1]):.2f}")
print(f"Directional window, x after 2 Q_D write: {dir_written:.4f}")
print(f"  x after erase: {dir_erased:.4f}")
print(f"  x after erase from x = 1: {dir_from_end:.4f}")
print(f"  x after +2 and -2 Q_D: {dir_cycle:.4f}")
print(f"Clipped Euler, step {clip_step} Q_D: x = {clip_written:.1f}")
print(f"  x after 1000 reverse steps: {clip_erased:.1f}")
print(f"Rounding run: step {step} Q_D, {count} steps each way")
print(f"  double spacing below 1: {spacing:.4e}")
print(f"  stalled gap: {1 - stalled:.4e} = {stall_units} spacings")
print(f"  predicted gap bound: {spacing / (8 * step):.4e}")
print(f"  gap after reverse steps: {1 - after_reverse:.4e}")
print(f"  45-digit run, x after reverse steps: {precise_back:.4f}")
print(f"  lower end, x reached: {low_state:.3e}")
print(f"  lower end, x after return: {low_back:.4f}")
print("success")
```

Printed output:

```
Thickness D: 100 angstrom
Drift area per electron beta: 1.0e-11 angstrom^2
R_off/R_on: 100 (dimensionless)
Charge scale Q_D: 1.000e+15 electrons
Erase charge: 0.50 Q_D; start x = 0.5
Write charge 1 Q_D, window p = 1:
  gap fraction after write: 1.7986e-02
  gap after write: 1.7986e+00 angstrom
  R/R_on after write: 2.780635
  x after erase: 0.8807971
  R/R_on after erase: 12.801089
  release charge to x = 0.5: 1.0000 Q_D
Write charge 2 Q_D, window p = 1:
  gap fraction after write: 3.3535e-04
  gap after write: 3.3535e-02 angstrom
  R/R_on after write: 1.033200
  x after erase: 0.9975274
  R/R_on after erase: 1.244790
  release charge to x = 0.5: 2.0000 Q_D
Write charge 4 Q_D, window p = 1:
  gap fraction after write: 1.1254e-07
  gap after write: 1.1254e-05 angstrom
  R/R_on after write: 1.000011
  x after erase: 0.9999992
  R/R_on after erase: 1.000082
  release charge to x = 0.5: 4.0000 Q_D
Release charge after 2 Q_D: 2.000e+15 electrons
  the same: 3.204e-04 C
Bias energy: 1.0 eV per electron
Release energy after 2 Q_D: 2.000e+15 eV
  the same: 3.204e-04 J
Charge per decade of gap, p = 1: 0.5756 Q_D
Charge per decade of gap, p = 2: 0.2878 Q_D
Charge per decade of gap, p = 5: 0.1151 Q_D
Square-root window, charge to boundary: 0.7854 Q_D
Hard-limited model, x after erase: 0.5000
  R/R_on after erase: 50.50
Directional window, x after 2 Q_D write: 0.9879
  x after erase: 0.5284
  x after erase from x = 1: 0.5379
  x after +2 and -2 Q_D: 0.0351
Clipped Euler, step 0.3 Q_D: x = 1.0
  x after 1000 reverse steps: 1.0
Rounding run: step 0.003 Q_D, 4000 steps each way
  double spacing below 1: 1.1102e-16
  stalled gap: 4.5519e-15 = 41 spacings
  predicted gap bound: 4.6259e-15
  gap after reverse steps: 4.5519e-15
  45-digit run, x after reverse steps: 0.6370
  lower end, x reached: 1.075e-21
  lower end, x after return: 0.3630
success
```
